# Temperature for 1 nA/cm² dark current in a platinum-silicide Schottky detector

A platinum-silicide infrared detector whose cooler is set without regard to its dark current can lose its signal under holes that heat alone has lifted over the barrier. With a 0.22 eV barrier and the rough Richardson constant used below, the thermionic current density is 0.76 nA/cm² at 77 K, 2.8 nA/cm² at 80 K and 124 nA/cm² at 90 K. Thirteen kelvin cost a factor of more than a hundred, so a limit on the dark current sets a limit on the temperature.

## Back of the envelope

The thermionic current density of a reverse-biased Schottky contact is

$$J=A\,T^2e^{-\phi/kT}.$$

Here $\phi=0.22$ eV is the hole barrier, measured from the Fermi level of the silicide to the top of the barrier at the operating bias. For the Richardson constant take $A=32$ A cm⁻² K⁻², a rough typical value for p-type silicon. The target is $J_0=10^{-9}$ A/cm².

Setting $J=J_0$, taking the logarithm and solving for the temperature in the exponent gives

$$T=\frac{\phi/k}{\ln(AT^2/J_0)},\qquad \frac{\phi}{k}=2553\ \text{K}.$$

The unknown also stands on the right, but inside a logarithm, where a crude guess suffices. With 100 K there, the logarithm is $\ln(3.2\times10^{14})=33.4$, and $T\approx 2553/33.4=76.4$ K. The answer lies near the boiling point of liquid nitrogen.

## The current from a count of holes

Count hole energy upward from the silicide's Fermi level. At the top of the barrier, a hole in an isotropic band of mass $m$ has energy $\phi+p^2/2m$. Those moving into the silicon, with $p_x>0$, carry the dark current.

The semiconductor mass enters although the holes come from the silicide. In equilibrium the two opposite fluxes across the barrier are equal, and the flux arriving from the silicon is counted with silicon states. Reverse bias suppresses that flux by $e^{-qV_R/kT}$ and leaves the flux from the silicide, at fixed barrier height, unchanged.

There are $2/h^3$ states per unit volume of phase space, including spin. Since $\phi\gg kT$, the occupation is $e^{-(\phi+p^2/2m)/kT}$, with a relative error of order $e^{-\phi/kT}$. Hence

$$J=\frac{2q}{h^3}e^{-\phi/kT}\int_0^\infty\frac{p_x}{m}e^{-p_x^2/2mkT}dp_x\int e^{-(p_y^2+p_z^2)/2mkT}dp_y\,dp_z .$$

In the first integral, the substitution $\epsilon=p_x^2/2m$ turns $p_x\,dp_x/m$ into $d\epsilon$, so the integral equals $kT$. The second is a product of two Gaussian integrals, each $\sqrt{2\pi mkT}$, and equals $2\pi mkT$. Therefore

$$J=\frac{4\pi q m k^2}{h^3}\,T^2e^{-\phi/kT}.$$

For the free-electron mass the prefactor is 120.17 A cm⁻² K⁻². Heavy and light holes contribute independently, so their masses add. With rough values of 0.49 and 0.16 free-electron masses, the ideal constant is $120.17\times0.65=78.1$ A cm⁻² K⁻². This holds for parabolic bands. In silicon the split-off band lies only 44 meV away and makes the heavy band non-parabolic; a six-band count at 78 K gives a mass sum of about 0.9 to 1.0, depending on direction, and a constant of about 110 to 120, which would lower the temperatures computed below from the ideal constant by a further 0.7 to 0.9 K. Holes scattered back or reflected at the barrier reduce it. The effective value 32 is an input that stands for these losses; it is not derived here.

A barrier that falls linearly with temperature, $\phi=\phi_a-\alpha T$, keeps the same law, because $e^{-\phi/kT}=e^{\alpha/k}e^{-\phi_a/kT}$. The factor $e^{\alpha/k}$ then belongs to the prefactor. A barrier and a Richardson constant taken from data must therefore come from the same analysis.

## Solving for the temperature

Let $x=\phi/kT$, so that $T=\phi/kx$. The condition $J=J_0$ reads

$$J_0=A\frac{\phi^2}{k^2x^2}e^{-x}
\quad\Longrightarrow\quad
x^2e^x=\frac{A\phi^2}{k^2J_0}.$$

Both sides are positive. Taking the positive square root and dividing by two gives

$$\frac{x}{2}e^{x/2}=z,\qquad z=\frac{\phi}{2k}\sqrt{\frac{A}{J_0}}.$$

The principal Lambert function $W_0$ is defined by $W_0(z)e^{W_0(z)}=z$. For positive $z$ there is one real solution, $x/2=W_0(z)$, and so

$$T=\frac{\phi}{2kW_0(z)}.$$

The factor $\phi/2k$ is in kelvin and $\sqrt{A/J_0}$ in inverse kelvin, so $z$ is a pure number. Here $z=1276.5\times\sqrt{3.2\times10^{10}}=2.28\times10^8$, $W_0=16.446$ and $x=32.89$. The result is

$$T=\frac{2553\ \text{K}}{32.89}=77.6\ \text{K}=-195.5\ {}^\circ\text{C}.$$

As a test, the momentum integral was evaluated numerically with Fermi–Dirac occupation and a mass chosen to give $A=32$ A cm⁻² K⁻². A root search on it also gives 77.62 K.

The envelope estimate was 1.2 K low. Repeating it gives 76.44, 77.69, 77.61 and 77.62 K. To see why it converges so fast, write $L=\ln(AT^2/J_0)$ and differentiate the right-hand side of the iteration:

$$\frac{d}{dT}\frac{\phi/k}{L}=-\frac{\phi/k}{L^2}\frac{2}{T}.$$

At the solution $L=x$ and $\phi/k=xT$, so the derivative is $-2/x=-0.061$. Near the solution each pass reverses the sign of the error and leaves about 6% of it.

In the opposite limit, $z\ll1$, $W_0(z)\approx z$ and the formula tends to $T=\sqrt{J_0/A}$, independent of the barrier. But then $x\ll1$, and the Boltzmann occupation used above fails. The formula is to be trusted for $x\gg1$, which holds well here.

## What the answer depends on

The logarithm of the current law is $\ln J=\ln A+2\ln T-\phi/kT$. Its differential is

$$d\ln J=d\ln A+(x+2)\frac{dT}{T}-\frac{d\phi}{kT},$$

where the 2 comes from $T^2$ and the $x$ from the change of $T$ in the exponent. At fixed current and fixed $A$,

$$\frac{dT}{d\phi}=\frac{1}{k(x+2)}=\frac{T}{\phi}\frac{x}{x+2}=0.333\ \text{K/meV}.$$

At fixed current and fixed barrier,

$$\frac{dT}{d\ln A}=-\frac{T}{x+2}=-2.22\ \text{K}.$$

A barrier of 0.21 eV gives 74.3 K, and one of 0.23 eV gives 80.9 K. Replacing 32 by the ideal 78.1 A cm⁻² K⁻² lowers the answer by only 1.9 K, to 75.7 K. An error of 10 meV in the barrier thus matters more than a factor of 2.4 in the prefactor. Allowing ten times the dark current raises the permitted temperature by 5.5 K.

## Image force: which barrier is 0.22 eV?

A hole outside the silicide is attracted by its image charge, which lowers the barrier by an amount that depends on the field. If 0.22 eV is the barrier at the operating bias, this is already included. If it is the zero-field barrier, the lowering must be subtracted.

Let the silicon have acceptor density $N$, permittivity $\varepsilon$, depletion width $w$ and total band bending $V$. Gauss's law gives the field at the contact, $F=qNw/\varepsilon$. The field falls linearly to zero across the layer, so $V=Fw/2=qNw^2/2\varepsilon$. Eliminating $w$ gives $F=\sqrt{2qNV/\varepsilon}$. For rough values $N=10^{15}$ cm⁻³, $V=1$ V and relative permittivity 11.7, $F=17.6$ kV/cm and $w=1137$ nm.

The image lies a distance $2s$ from a hole at distance $s$. The attractive force $q^2/[4\pi\varepsilon(2s)^2]$ corresponds to an energy $-q^2/16\pi\varepsilon s$. Near the contact, where $F$ is nearly constant, the hole energy is

$$U(s)=\phi_0-qFs-\frac{q^2}{16\pi\varepsilon s}.$$

Setting $U'=0$ gives $s_m=\sqrt{q/16\pi\varepsilon F}=4.2$ nm, far less than $w$. At this point the two lowering terms are equal, so

$$\Delta\phi=2qFs_m=q\sqrt{\frac{qF}{4\pi\varepsilon}}=14.7\ \text{meV}.$$

If $\phi_0=0.22$ eV, the temperature becomes 72.7 K, a fall of 4.9 K at unchanged $A$. This is the largest of the separate corrections sized here.

## Tunnelling just below the top

Some holes pass through the rounded top. Its curvature is $U''(s_m)=-q^2/8\pi\varepsilon s_m^3$. Since $q/16\pi\varepsilon=Fs_m^2$, its magnitude is $2qF/s_m=\Delta\phi/s_m^2$. Equating this to $m\omega^2$ defines

$$\hbar\omega=\frac{\hbar}{s_m}\sqrt{\frac{\Delta\phi}{m}}.$$

A parabolic barrier transmits a hole of energy $\eta$ relative to the top with probability $1/(1+e^{-2\pi\eta/\hbar\omega})$. The ratio of the current to its classical value is

$$R=\int_{-\infty}^{\infty}\frac{d\eta}{kT}\frac{e^{-\eta/kT}}{1+e^{-2\pi\eta/\hbar\omega}}.$$

Put $u=e^{-2\pi\eta/\hbar\omega}$ and $a=\hbar\omega/2\pi kT$. Then $e^{-\eta/kT}=u^a$ and $d\eta/kT=-a\,du/u$, so for $0<a<1$

$$R=a\int_0^\infty\frac{u^{a-1}}{1+u}du=\frac{\pi a}{\sin\pi a}=\frac{y}{\sin y},\qquad y=\frac{\hbar\omega}{2kT}.$$

With the light-hole mass, $\hbar\omega=20.0$ meV and $kT=6.69$ meV, hence $y=1.496$ and $R=1.50$. Below the top the thermal factor grows with depth as $e^{|\eta|/kT}$, while the transmission falls as $e^{-2\pi|\eta|/\hbar\omega}$. The formula diverges as $y\to\pi$, where the fall in transmission through an endless parabola no longer outweighs the growing number of holes.

For the actual image barrier, the transmission below the top is taken as $1/(1+e^{2\theta})$, with $\theta=\hbar^{-1}\int\sqrt{2m(U-E)}\,ds$ between the turning points; above the top the parabolic form is kept. This gives $R=1.36$ and lowers the temperature to 76.9 K. It is a high estimate within this treatment, because every hole was given the light mass. The treatment itself is rough: $\hbar\omega$ exceeds $\Delta\phi$, so the barrier is too thin on the scale of the hole's wavelength for a semiclassical transmission to be accurate. Wave reflection at the steep side facing the silicide is left out, and it is not small: solving the wave equation for the same potential, cut off at a depth between 0.3 and 5 eV, gives $R$ between about 0.2 and 0.7, depending on that depth. The net quantum correction to the ideal current is then a reduction, and 1.36 sizes only the tunnelling gain. A measured $A$ may already contain part of the effect.

Taking 0.22 eV as the zero-field barrier, using the ideal $A$ and adding tunnelling gives 70.1 K. This combines three adverse choices; it is not a strict lower bound for a device.

## Generation and background light

Generation in the depletion layer is of order $qn_iw/\tau$, where $n_i$ is the intrinsic density and $\tau$ the generation lifetime. With a gap of 1.17 eV and a rough $\tau$ of 1 µs, $n_i\sim10^{-20}$ cm⁻³ and the current is of order $10^{-37}$ A/cm². The meaning of so small a number is that this bulk process can be neglected. It says nothing about leakage at surfaces or edges.

Light is another matter. A hemisphere at temperature $T_b$ sends $2\pi E^2/[h^3c^2(e^{E/kT_b}-1)]$ photons per unit area, time and energy. Let the yield be the Fowler form $C(E-\phi)^2/E$, with a rough $C=0.2$ per eV. For $x_b=\phi/kT_b\gg1$, drop the 1 in the denominator and put $E=\phi+kT_bv$:

$$J_b=\frac{2\pi qC}{h^3c^2}(kT_b)^4e^{-x_b}\int_0^\infty(v+x_b)v^2e^{-v}dv .$$

The integral is $3!+2x_b$. At 300 K the current is 6.6 µA/cm², about 6600 times the target. This is for a full hemisphere without optical losses; a smaller aperture or a filter reduces it. The Fowler form used here has a sharp threshold; the thermal tail of the Fermi occupation in the silicide adds about 10% to the 300 K figure. For surroundings at the detector's own temperature the formula gives about $2\times10^{-18}$ A/cm², but there the tail dominates and raises this to a few times $10^{-17}$ A/cm², still negligible against the target. The dark current can therefore be measured directly only behind a cold shield.

## Beside the real device

Platinum silicide on p-type silicon is used for mid-infrared imaging, with barriers of roughly 0.2 eV and cooling near liquid-nitrogen temperature. The doping, band bending and Richardson constant above are rough typical values, not data for one device. The model gives about 78 K, and for a square pixel of side 25 µm the target current is $10^{-9}\times(25\times10^{-4})^2$ A $=6.25$ fA, or $3.9\times10^4$ holes per second. Real devices break the assumption of a barrier independent of bias. Going from zero field to the field used here moves the answer by about 5 K, but zero field is never reached: the built-in bending at zero bias, about 0.17 V for this doping, already lowers the barrier by about 9 meV, so the change between zero bias and 1 V of bending is only about 2 K. Real barriers may also vary over the contact area, and edges may leak; neither effect is included. The numerical output below lists the values for each case.

## Computed values

```
barrier: 0.22 eV; target current: 1.0 nA/cm2
effective Richardson constant: 32.0 A/cm2/K2
free-electron Richardson constant: 120.17 A/cm2/K2
hole masses heavy, light: 0.49, 0.16 m0
ideal two-band Richardson constant: 78.1 A/cm2/K2
phi/k: 2553.0 K
Lambert argument z: 2.2835e+08 (K^2 units cancel)
Lambert value W0: 16.4463; x = phi/kT: 32.893
TEMPERATURE for target current: 77.62 K = -195.53 C
thermal energy kT there: 6.688 meV
root search on momentum integral: 77.62 K
hand iteration: 100.000, 76.438, 77.688, 77.612, 77.616 K
error factor per pass: -0.0608; -2/x: -0.0608
dark current at 70 K: 0.0227 nA/cm2
dark current at 77 K: 0.7564 nA/cm2
dark current at 80 K: 2.831 nA/cm2
dark current at 90 K: 124.2 nA/cm2
temperature rise for tenfold current: 5.47 K
dT/dphi: 0.3326 K/meV
dT/dlnA: -2.224 K
T for barrier 0.21 eV: 74.29 K
T for barrier 0.23 eV: 80.94 K
T with ideal Richardson constant: 75.68 K
pixel side: 25 um; current: 6.25 fA
carriers per second in pixel: 3.901e+04 1/s
acceptor density: 1.0e+15 cm^-3; band bending: 1.0 V
relative permittivity: 11.7
field: 17.59 kV/cm; depletion width: 1137 nm
image lowering: 14.71 meV; top at 4.18 nm
T if 0.22 eV is the zero-field barrier: 72.71 K
barrier-top quantum hbar*omega: 20.01 meV; y: 1.496
tunnelling factor, parabolic top: 1.500
tunnelling factor, image barrier WKB: 1.361
T with tunnelling: 76.92 K
T with all adverse corrections: 70.14 K
gap: 1.17 eV; generation lifetime: 1.0 us
density-of-states masses e, h: 1.06, 0.60 m0
intrinsic density: 2.43e-20 cm^-3
depletion generation current: 4.43e-37 A/cm2
Fowler coefficient: 0.20 1/eV
photocurrent, 300 K hemisphere: 6.56 uA/cm2
its ratio to target dark current: 6560
photocurrent, hemisphere at detector T: 2.36e-18 A/cm2
```
